# Phonon lifetimes and thermal conductivity from spectral line widths: a numerical check

```python
"""Phonon lifetime and spectral width.
Result under test: for a lifetime-broadened line of half width Gamma (angular
frequency, half width at half maximum), the excess population decays at the
rate 2*Gamma, the FULL width, so tau = 1/(2*Gamma) enters the conductivity
kappa = (1/3) sum C v^2 tau. Using 1/Gamma doubles kappa.
Symbols: n = occupation, C = mode heat capacity per volume, v = group speed,
k = wave number, omega = angular frequency, T = temperature.
The bath model uses its golden-rule half width as the unit of frequency.
The silicon-like example uses SI units internally.
"""
import numpy as np
from scipy.constants import hbar, k as kB, c as c_light, e as q_e
from scipy.integrate import trapezoid
from scipy.optimize import brentq
from scipy.special import voigt_profile


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


def bose(x):
    return 1.0 / np.expm1(x)


# ---- Cubic coupling: amplitude and population curvatures in Fock space ----
def lower(dim):
    return np.diag(np.sqrt(np.arange(1.0, dim)), 1)


def triad(process, x_a, x_b):
    """Curvatures per unit g^2 for a -> b+c or a+b -> c, at resonance."""
    dims = (5, 12, 12)
    eye = [np.eye(d) for d in dims]
    a = np.kron(np.kron(lower(dims[0]), eye[1]), eye[2])
    b = np.kron(np.kron(eye[0], lower(dims[1])), eye[2])
    c = np.kron(np.kron(eye[0], eye[1]), lower(dims[2]))
    if process == "decay":
        x_c = x_a - x_b
        half = a.T @ b @ c
    else:
        x_c = x_a + x_b
        half = c.T @ a @ b
    coupling = half + half.T
    psi = np.zeros(dims[0])
    psi[:2] = np.sqrt(0.5)
    rho = np.outer(psi, psi)
    for x, dim in ((x_b, dims[1]), (x_c, dims[2])):
        p = np.exp(-x * np.arange(dim))
        rho = np.kron(rho, np.diag(p / p.sum()))

    def mean(op):
        return np.sum(rho * op.T)

    def curvature(op):
        first = coupling @ op - op @ coupling
        return -mean(coupling @ first - first @ coupling)

    number = a.T @ a
    amp = -curvature(a) / mean(a)
    pop = -curvature(number) / (mean(number) - bose(x_a))
    n_b, n_c = bose(x_b), bose(x_c)
    factor = 1 + n_b + n_c if process == "decay" else n_b - n_c
    return amp, pop, factor


triad_results = {}
for process, x_a, x_b in (("decay", 2.9, 1.3), ("absorption", 1.0, 1.3)):
    amp, pop, factor = triad(process, x_a, x_b)
    assert abs(amp / factor - 1) < 2e-3      # finite Fock space
    assert abs(pop / (2 * factor) - 1) < 2e-3
    triad_results[process] = (amp, pop)


# ---- One mode in a dense bath, solved by diagonalization ----
def mode_in_bath(detuning, half_band, spacing):
    count = int(round(half_band / spacing))
    bath = spacing * np.arange(-count, count + 1)
    h = np.diag(np.concatenate(([detuning], bath)))
    h[0, 1:] = h[1:, 0] = np.sqrt(spacing / np.pi)
    energy, vectors = np.linalg.eigh(h)
    return energy, vectors, bath


def amplitude(times, energy, weight):
    return np.exp(-1j * np.outer(times, energy)) @ weight


def full_width(times, signal):
    def spectrum(x):
        return trapezoid((np.exp(1j * x * times) * signal).real, times) / np.pi
    half_max = spectrum(0.0) / 2
    upper = brentq(lambda x: spectrum(x) - half_max, 0, 8)
    below = brentq(lambda x: spectrum(x) - half_max, -8, 0)
    return upper - below


def decay_rate(times, values, start, stop):
    use = (times >= start) & (times <= stop)
    return -np.polyfit(times[use], np.log(values[use]), 1)[0]


energy, vectors, bath = mode_in_bath(0.0, 100.0, 0.2)
weight = vectors[0] ** 2
times = np.arange(0, 25.0001, 0.01)
signal = amplitude(times, energy, weight)
width = full_width(times, signal)

omega_mode, thermal_energy = 400.0, 200.0
n_start = np.concatenate(([2.0], bose((omega_mode + bath) / thermal_energy)))
n_eigen = bose((omega_mode + energy) / thermal_energy)
n_equil = np.sum(weight * n_eigen)
short = np.linspace(0.5, 2.0, 16)
excess = []
for t in short:
    row = (vectors[0] * np.exp(-1j * energy * t)) @ vectors.T
    excess.append(np.sum(np.abs(row) ** 2 * n_start) - n_equil)
population_rate = decay_rate(short, np.array(excess), 0, 3)
assert abs(population_rate / width - 1) < 0.02   # finite bath band
assert abs(width / 2 - 1) < 0.02                 # golden rule: 2*Gamma = 2

# Equilibrium number fluctuations, the Green-Kubo ingredient of kappa
lesser = amplitude(times, -energy, weight * n_eigen)
greater = amplitude(times, energy, weight * (1 + n_eigen))
correlation = (lesser * greater).real
kubo_time = trapezoid(correlation, times) / correlation[0]
n_mode = bose(omega_mode / thermal_energy)
kubo_integral = trapezoid(correlation, times)
assert abs(kubo_integral * width / (n_mode * (n_mode + 1)) - 1) < 0.03

# Static frequency spread: line broadens, population decay does not
spread = 1.0
offsets = np.arange(-5, 5.01, 0.5)
chance = np.exp(-offsets ** 2 / (2 * spread ** 2))
chance /= chance.sum()
t_spread = np.arange(0, 18.0001, 0.02)
mean_signal = np.zeros(len(t_spread), complex)
mean_population = np.zeros(len(t_spread))
for offset, p in zip(offsets, chance):
    e_s, v_s, _ = mode_in_bath(offset, 40.0, 0.3)
    one = amplitude(t_spread, e_s, v_s[0] ** 2)
    mean_signal += p * one
    mean_population += p * np.abs(one) ** 2
spread_width = full_width(t_spread, mean_signal)
spread_rate = decay_rate(t_spread, mean_population, 0.5, 2.5)
voigt_width = 2 * brentq(lambda x: voigt_profile(x, spread, 1.0)
                         - voigt_profile(0, spread, 1.0) / 2, 0, 8)
assert abs(spread_width / voigt_width - 1) < 0.04   # finite bath band
assert abs(spread_rate / 2 - 1) < 0.04
assert spread_width > 1.5 * spread_rate

# ---- Silicon-like acoustic model (rough typical inputs) ----
lattice = 0.543e-9
speeds = ((8400.0, 1), (5800.0, 2))      # longitudinal, transverse
temperature = 300.0
ref_frequency = 5e12                    # Hz
half_width_hz = 2.5e9                   # ordinary frequency, at ref_frequency
cell_density = 4 / lattice ** 3
k_max = (6 * np.pi ** 2 * cell_density) ** (1 / 3)
omega_ref = 2 * np.pi * ref_frequency
gamma_ref = 2 * np.pi * half_width_hz


def phonon_grid(scale=1.0):
    x, w = np.polynomial.legendre.leggauss(400)
    k = k_max * (x + 1) / 2
    dk = k_max * w / 2
    angle = np.pi * k / (2 * k_max)
    parts = []
    for v0, copies in speeds:
        top = 2 * scale * v0 * k_max / np.pi
        parts.append((k, top * np.sin(angle), scale * v0 * np.cos(angle),
                      copies * k ** 2 * dk / (2 * np.pi ** 2)))
    return [np.concatenate(items) for items in zip(*parts)]


def heat(omega, temp):
    x = hbar * omega / (2 * kB * temp)
    return kB * (x / np.sinh(x)) ** 2


def half_width(omega):
    return gamma_ref * (omega / omega_ref) ** 2 * temperature / 300.0


def conductivity(rate, omega, speed, states, temp=temperature):
    return np.sum(states * heat(omega, temp) * speed ** 2 / rate) / 3


k, omega, speed, states = phonon_grid()
gamma = half_width(omega)
rate = 2 * gamma
kappa = conductivity(rate, omega, speed, states)
kappa_wrong = conductivity(gamma, omega, speed, states)

# Conductivity directly from squared spectral functions, no lifetime assumed
theta = (np.arange(200) + 0.5) * np.pi / 200 - np.pi / 2
shift = gamma[:, None] * np.tan(theta)
d_omega = gamma[:, None] / np.cos(theta) ** 2 * np.pi / 200
line = gamma[:, None] / np.pi / (shift ** 2 + gamma[:, None] ** 2)
spectral = np.sum(np.pi * line ** 2 * heat(omega[:, None] + shift, temperature)
                  * d_omega, axis=1)
kappa_spectral = np.sum(states * speed ** 2 * spectral) / 3
assert abs(kappa_spectral / kappa - 1) < 1e-3
assert abs(kappa_wrong / kappa_spectral - 2) < 2e-3

# Classical limit of the quadrature against its closed integral
kappa_classical = conductivity(rate, omega, speed, states, temp=1e6)
coefficient = 2 * gamma_ref / omega_ref ** 2
closed = (3 * kB / (6 * np.pi ** 2 * coefficient) * 2 * k_max / np.pi
          * (np.pi * np.log(2) - np.pi ** 3 / 24))
assert abs(kappa_classical / closed - 1) < 1e-4

# Boundary scattering entered correctly, intrinsic width misread
films = []
for length in (1e-7, 1e-6, 5e-4):
    right = conductivity(rate + speed / length, omega, speed, states)
    wrong = conductivity(gamma + speed / length, omega, speed, states)
    films.append((length, right, wrong / right))
assert 1 < films[0][2] < films[1][2] < films[2][2] < 2


# Mass-disorder rate; site density of states is per atom and polarization
def disorder_rate(variance, omega, site_dos):
    return np.pi / 2 * variance * omega ** 2 * site_dos


# Its factor, against reflection by one mass defect in a unit chain
for q in (0.5, 1.2, 2.0):
    defect = 0.01
    w_chain, v_chain = 2 * np.sin(q / 2), np.cos(q / 2)
    inertia = (1 + defect) * w_chain ** 2 - 2
    reflected = -(inertia + 2 * np.cos(q)) / (inertia + 2 * np.exp(1j * q))
    backward = v_chain * abs(reflected) ** 2
    total = disorder_rate(defect ** 2, w_chain, 1 / (np.pi * v_chain))
    assert abs(backward / (total / 2) - 1) < 0.01

mass_variance = 2e-4
dos = np.zeros_like(omega)
for v0, copies in speeds:
    ratio = omega / (2 * v0 * k_max / np.pi)
    inside = ratio < 1
    r = ratio[inside]
    k_here = 2 * k_max / np.pi * np.arcsin(r)
    dos[inside] += copies * k_here ** 2 / (
        2 * np.pi ** 2 * v0 * np.sqrt(1 - r ** 2))
site_dos = dos / (3 * 2 * cell_density)
mass_rate = disorder_rate(mass_variance, omega, site_dos)
kappa_mass = conductivity(rate + mass_rate, omega, speed, states)
ratio_mass = conductivity(gamma + mass_rate, omega, speed, states) / kappa_mass

# Momentum-conserving collisions: matrix solution against closed drift term
capacity = states * heat(omega, temperature)
slowness = k / omega
drift = []
for fraction in (0.2, 0.5):
    normal = fraction * rate
    resistive = (1 - fraction) * rate
    projector = capacity * slowness * normal
    projector /= np.sum(capacity * slowness ** 2 * normal)
    matrix = np.eye(len(k)) - fraction * np.outer(slowness, projector)
    path = np.linalg.solve(matrix, speed / rate)
    kappa_matrix = np.sum(capacity * speed * path) / 3
    top = np.sum(capacity * speed * slowness * normal / rate) ** 2
    bottom = np.sum(capacity * slowness ** 2 * normal * resistive / rate)
    kappa_closed = kappa + top / bottom / 3
    assert abs(kappa_matrix / kappa_closed - 1) < 1e-6
    drift.append((fraction, kappa_matrix / kappa))

# Optical transport estimate and sensitivity to sound speed
optical_hz, optical_speed, optical_life = 15e12, 2000.0, 3e-12
optical_heat = 3 * cell_density * heat(2 * np.pi * optical_hz, temperature)
kappa_optical = optical_heat * optical_speed ** 2 * optical_life / 3
_, omega_fast, speed_fast, states_fast = phonon_grid(1.1)
kappa_fast = conductivity(2 * half_width(omega_fast), omega_fast,
                          speed_fast, states_fast)
largest_ratio = np.max(rate / omega)
assert largest_ratio < 0.01

# ---- Numbers for the text ----
for name, (amp, pop) in triad_results.items():
    show(f"Cubic {name}, amplitude curvature", amp, "g^2")
    show(f"Cubic {name}, population curvature", pop, "g^2")
print("Bath model: frequency unit = golden-rule half width")
show("Full spectral width", width)
show("Excess-population decay rate", population_rate)
show("Number-correlation time", kubo_time, "inverse frequency units")
show("Static Gaussian spread, standard deviation", spread)
show("Full width with static spread", spread_width)
show("Population decay rate with static spread", spread_rate)
print("Silicon-like model, rough inputs")
show("Lattice constant", lattice * 1e9, "nm")
show("Longitudinal sound speed", speeds[0][0], "m/s")
show("Transverse sound speed", speeds[1][0], "m/s")
show("Temperature", temperature, "K")
show("Cutoff wave number", k_max * 1e-9, "1/nm")
show("Reference phonon frequency", ref_frequency * 1e-12, "THz")
show("Half width, ordinary frequency", half_width_hz * 1e-9, "GHz")
show("Full width, ordinary frequency", 2 * half_width_hz * 1e-9, "GHz")
show("Full width, wave number", 2 * half_width_hz / c_light / 100, "1/cm", 4)
show("Full width, energy", 2 * hbar * gamma_ref / q_e * 1e6, "micro-eV", 4)
show("Full angular width", 2 * gamma_ref * 1e-12, "rad/ps", 4)
show("Population lifetime, 1/(full angular width)", 0.5e12 / gamma_ref, "ps", 4)
show("Misread: 1/(half angular width)", 1e12 / gamma_ref, "ps", 4)
show("Misread: 1/(full ordinary width)", 0.5e12 / half_width_hz, "ps", 4)
show("Misread: 1/(half ordinary width)", 1e12 / half_width_hz, "ps", 4)
show("Conductivity, correct lifetime", kappa, "W/(m K)", 4)
show("Conductivity, squared spectral functions", kappa_spectral, "W/(m K)", 4)
show("Conductivity, half-width misreading", kappa_wrong, "W/(m K)", 4)
for length, right, ratio in films:
    show(f"Boundary length {length * 1e9:g} nm, conductivity", right, "W/(m K)", 4)
    show(f"Boundary length {length * 1e9:g} nm, misread/correct", ratio, "", 4)
print("Sizes of neglected effects")
show("Mass variance (rough)", mass_variance)
show("Conductivity with mass disorder", kappa_mass, "W/(m K)", 4)
show("Misread/correct with mass disorder", ratio_mass, "", 4)
for fraction, ratio in drift:
    show(f"Normal fraction {fraction:g}, conductivity/relaxation-time value", ratio, "", 4)
show("Optical frequency (rough)", optical_hz * 1e-12, "THz")
show("Optical group speed (rough)", optical_speed, "m/s")
show("Optical lifetime (rough)", optical_life * 1e12, "ps")
show("Optical conductivity estimate", kappa_optical, "W/(m K)", 3)
show("Conductivity with classical heat capacity", kappa_classical, "W/(m K)", 4)
show("Conductivity with sound speeds up 10 percent", kappa_fast, "W/(m K)", 4)
show("Largest full width/angular frequency", largest_ratio, "", 3)
print("every check passed")
```

Printed output:

```
Cubic decay, amplitude curvature: 1.6276 g^2
Cubic decay, population curvature: 3.2552 g^2
Cubic absorption, amplitude curvature: 0.2632 g^2
Cubic absorption, population curvature: 0.5264 g^2
Bath model: frequency unit = golden-rule half width
Full spectral width: 2.0128
Excess-population decay rate: 2.0128
Number-correlation time: 0.50251 inverse frequency units
Static Gaussian spread, standard deviation: 1
Full width with static spread: 3.6593
Population decay rate with static spread: 2.0324
Silicon-like model, rough inputs
Lattice constant: 0.543 nm
Longitudinal sound speed: 8400 m/s
Transverse sound speed: 5800 m/s
Temperature: 300 K
Cutoff wave number: 11.395 1/nm
Reference phonon frequency: 5 THz
Half width, ordinary frequency: 2.5 GHz
Full width, ordinary frequency: 5 GHz
Full width, wave number: 0.1668 1/cm
Full width, energy: 20.68 micro-eV
Full angular width: 0.03142 rad/ps
Population lifetime, 1/(full angular width): 31.83 ps
Misread: 1/(half angular width): 63.66 ps
Misread: 1/(full ordinary width): 200 ps
Misread: 1/(half ordinary width): 400 ps
Conductivity, correct lifetime: 136.1 W/(m K)
Conductivity, squared spectral functions: 136.1 W/(m K)
Conductivity, half-width misreading: 272.3 W/(m K)
Boundary length 100 nm, conductivity: 33.65 W/(m K)
Boundary length 100 nm, misread/correct: 1.314
Boundary length 1000 nm, conductivity: 81.28 W/(m K)
Boundary length 1000 nm, misread/correct: 1.652
Boundary length 500000 nm, conductivity: 132.8 W/(m K)
Boundary length 500000 nm, misread/correct: 1.98
Sizes of neglected effects
Mass variance (rough): 0.0002
Conductivity with mass disorder: 130.2 W/(m K)
Misread/correct with mass disorder: 1.931
Normal fraction 0.2, conductivity/relaxation-time value: 1.046
Normal fraction 0.5, conductivity/relaxation-time value: 1.183
Optical frequency (rough): 15 THz
Optical group speed (rough): 2000 m/s
Optical lifetime (rough): 3 ps
Optical conductivity estimate: 2.62 W/(m K)
Conductivity with classical heat capacity: 141.2 W/(m K)
Conductivity with sound speeds up 10 percent: 135.1 W/(m K)
Largest full width/angular frequency: 0.00194
every check passed
```
